# The McKinley-Feshbach ratio against the Mott series for aluminium and gold

**The problem.** An unpolarized electron with kinetic energy 1 MeV scatters elastically through an angle $\theta$ from a fixed, bare point charge $Z$. Screening, nuclear size, recoil and radiation are left out, and "exact" below means exact within this model. Units are $\hbar=c=m=1$. Let $E$ be the total energy, $p$ the momentum, $b=v/c=p/E$, and

$$\zeta=Z\alpha<1,\quad \nu=\zeta/b,\quad \nu'=\zeta/p,\quad s=\sin(\theta/2),\quad u=s^2,\quad x=\cos\theta=1-2u .$$

With $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, the radial Dirac equations in the potential $-\zeta/r$ are

$$G'=-\frac{\kappa}{r}G+\Big(E+1+\frac{\zeta}{r}\Big)F,\qquad F'=\frac{\kappa}{r}F-\Big(E-1+\frac{\zeta}{r}\Big)G .$$

## (a) Phase shifts

**Question.** The regular solution behaves at large $r$ as $G\propto\sin(pr+\nu\ln 2pr-\pi l/2+\delta_\kappa)$. Find $S_\kappa=e^{2i\delta_\kappa}$.

**Answer.** Put $X=G/\sqrt{E+1}$, $Y=F/\sqrt{E-1}$ and $w=X-iY$, with $X,Y$ real. Since $p^2=E^2-1$,

$$X'=-\frac{\kappa}{r}X+pY+\frac{\zeta(E-1)}{pr}Y,\qquad Y'=\frac{\kappa}{r}Y-pX-\frac{\zeta(E+1)}{pr}X .$$

In $X'-iY'$ use $Y+iX=iw$ and $(E-1)Y+i(E+1)X=iEw+i\bar w$. With $\zeta E/p=\nu$,

$$w'=i\Big(p+\frac{\nu}{r}\Big)w-\frac{\kappa-i\nu'}{r}\bar w .$$

Near the origin $w\simeq w_0r^\gamma$, so $(\gamma-i\nu)w_0=-(\kappa-i\nu')\bar w_0$. Equal moduli, with $\nu^2-\nu'^2=\zeta^2$, give $\gamma=\sqrt{\kappa^2-\zeta^2}$.

Now set $w=w_0r^\gamma e^{ipr}y$. The equation becomes

$$ry'=(\gamma-i\nu)\,(e^{-2ipr}\bar y-y).$$

Its solution is $y=M(\gamma-i\nu,2\gamma+1,-2ipr)$, where $M$ is Kummer's function. Indeed, the power series gives $zM'(q,c,z)=q[M(q+1,c,z)-M(q,c,z)]$, and Kummer's transformation $M(q,c,z)=e^zM(c-q,c,-z)$ turns $M(\gamma+1-i\nu,2\gamma+1,-2ipr)$ into $e^{-2ipr}\bar y$.

At large $r$ the dominant term is

$$y\to\frac{\Gamma(2\gamma+1)}{\Gamma(\gamma+1+i\nu)}(2ipr)^{-\gamma+i\nu},$$

whose factor $i^{-\gamma+i\nu}$ has phase $e^{-i\pi\gamma/2}$. The required sine form means $w\propto-ie^{i(pr+\nu\ln2pr-\pi l/2+\delta)}$ with a real constant. Dividing $w$ by $\bar w$ in both forms,

$$-e^{-i\pi l}S_\kappa=\frac{w_0}{\bar w_0}\,e^{-i\pi\gamma}\frac{\Gamma(\gamma+1-i\nu)}{\Gamma(\gamma+1+i\nu)} .$$

Insert $w_0/\bar w_0=-(\kappa-i\nu')/(\gamma-i\nu)$ and $\Gamma(\gamma+1-i\nu)=(\gamma-i\nu)\Gamma(\gamma-i\nu)$:

$$S_\kappa=(\kappa-i\nu')\,e^{i\pi(l-\gamma)}\frac{\Gamma(\gamma-i\nu)}{\Gamma(\gamma+1+i\nu)} .$$

## (b) The cross section from one function

**Question.** Express the ratio $R$ of the cross section to the Rutherford value $[\nu/(2pu)]^2$ through a single Legendre series.

**Answer.** The projectors on $j=l\pm\frac12$ are $(l+1+\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$ and $(l-\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$. Apply them to each partial wave $(2l+1)P_l$ of the incident wave, and use $\boldsymbol\sigma\cdot\mathbf L\,P_l=i\sigma_\varphi P_l^1$ with $P_l^1=\sin\theta\,P_l'(x)$. The outgoing amplitude is $f-ig\sigma_\varphi$, where

$$f=\frac1{2ip}\sum_{l\ge0}[(l+1)S_{-l-1}+lS_l]P_l,\qquad g=\frac1{2ip}\sum_{l\ge1}[S_l-S_{-l-1}]P_l^1 .$$

The unscattered part, proportional to $\sum(2l+1)P_l$, vanishes for $\theta\ne0$. Divergent sums are Abel sums throughout. Upper components suffice, because incident and scattered waves have the same ratio of flux to upper-component density. The spin average removes the term linear in $\sigma_\varphi$ and leaves $|f|^2+|g|^2$.

Let $k=|\kappa|$, $\gamma_k=\sqrt{k^2-\zeta^2}$ and

$$C_k=e^{i\pi(k-\gamma_k)}\frac{\Gamma(\gamma_k-i\nu)}{\Gamma(\gamma_k+1+i\nu)} .$$

For $\kappa=-k$ one has $l=k-1$, and the extra factor $-1$ turns $-k-i\nu'$ into $k+i\nu'$. Hence $S_{\mp k}=(k\pm i\nu')C_k$. Define

$$A=\sum_{k\ge1}k^2C_k(P_k+P_{k-1}),\qquad B=\sum_{k\ge1}kC_k(P_{k-1}-P_k).$$

Collecting terms of equal $k$ gives $f=(A+i\nu'B)/(2ip)$. For $g$, add and subtract the recurrences $xP_k'-P_{k-1}'=kP_k$ and $P_k'-xP_{k-1}'=kP_{k-1}$:

$$(1+x)(P_k'-P_{k-1}')=k(P_k+P_{k-1}),\qquad(1-x)(P_k'+P_{k-1}')=k(P_{k-1}-P_k).$$

With $t=\tan(\theta/2)=\sin\theta/(1+x)$ and $1/t=\sin\theta/(1-x)$,

$$g=\frac1{2ip}\Big(tA-\frac{i\nu'}{t}B\Big).$$

The cross terms in $|f|^2$ and $|g|^2$ are opposite and cancel. Since $1+t^2=1/(1-u)$ and $1+t^{-2}=1/u$,

$$|f|^2+|g|^2=\frac1{4p^2}\Big[\frac{|A|^2}{1-u}+\frac{\nu'^2|B|^2}{u}\Big].$$

The first identity also gives, with $d/du=-2\,d/dx$ and $1+x=2(1-u)$, the relation $A=(1-u)\,dB/du$. Dividing by the Rutherford value and using $\nu'^2/\nu^2=1/E^2=1-b^2$,

$$R=\frac{u^2(1-u)}{\nu^2}\Big|\frac{dB}{du}\Big|^2+(1-b^2)\,u\,|B|^2 .$$

## (c) Weak charge

**Question.** Find $R$ through first order in $\zeta$ at fixed $b$ and fixed $\theta>0$.

**Answer.** First replace $\gamma_k$ by $k$, keeping $\nu$. The coefficient of $P_l$ in the resulting $B_0$ is

$$\frac{\Gamma(l-i\nu)}{\Gamma(l+2+i\nu)}[(l+1)(l-i\nu)-l(l+1+i\nu)]=-i\nu(2l+1)\frac{\Gamma(l-i\nu)}{\Gamma(l+2+i\nu)} .$$

Compare this with the expansion of $u^{i\nu}$. Rodrigues' formula $P_l(1-2u)=\frac1{l!}\frac{d^l}{du^l}[u^l(1-u)^l]$ and $l$ integrations by parts give its coefficient:

$$(2l+1)\int_0^1u^{i\nu}P_l\,du=(2l+1)\frac{\Gamma(l-i\nu)\,\Gamma(1+i\nu)}{\Gamma(-i\nu)\,\Gamma(l+2+i\nu)} .$$

Because $-i\nu\Gamma(-i\nu)=\Gamma(1-i\nu)$,

$$B_0=\frac{\Gamma(1-i\nu)}{\Gamma(1+i\nu)}u^{i\nu},\qquad |B_0|=1,\qquad |B_0'|=\nu/u .$$

This part alone gives $R=1-u+(1-b^2)u=1-b^2s^2$.

Next, $\gamma_k\simeq k-\zeta^2/(2k)$. The exponential in $C_k$ becomes $1+i\pi\zeta^2/(2k)$, and the gamma ratio at leading order is $1/\gamma_k\simeq1/k+\zeta^2/(2k^3)$. The remainder $B_1=B-B_0$ therefore has coefficients

$$k(C_k-C_k^0)=\zeta^2\Big[\frac{i\pi}{2k}+\frac1{2k^2}\Big]+O(\zeta^3).$$

Here $C_k^0$ is $C_k$ with $\gamma_k\to k$. Let $h=\sum_k(P_{k-1}-P_k)/k$. Since $B_0'\simeq i\nu/u$, the interference term is $2\,\mathrm{Re}(\bar B_0'B_1')\simeq\pi\nu\zeta^2h'(u)/u$; the real $1/k^2$ part drops out. Multiplying by $u^2(1-u)/\nu^2$ and using $\zeta^2/\nu=\zeta b$ gives $\pi\zeta b\,u(1-u)h'(u)$. The other changes in $R$ are $O(\zeta^2)$.

To find $h$, integrate the generating function $\sum t^lP_l=D^{-1/2}$, where now $t$ is a dummy variable and $D=1-2xt+t^2$:

$$h=\int_0^1\frac{dt}{\sqrt D}-\int_0^1\frac{dt}{t}\Big(\frac1{\sqrt D}-1\Big).$$

The antiderivatives are $\ln(t-x+\sqrt D)$ and $-\ln(1-xt+\sqrt D)$. With $\sqrt D=2s$ at $t=1$, the integrals are $\ln[(1+s)/s]$ and $-\ln[s(1+s)]$. Thus $h=2\ln(1+s)$, and $ds/du=1/(2s)$ gives $h'(u)=1/[s(1+s)]$. Since $u(1-u)=s^2(1-s)(1+s)$,

$$R_{\rm MF}=1-b^2s^2+\pi\zeta b\,s(1-s),\qquad R=R_{\rm MF}+O(\zeta^2).$$

This is the McKinley-Feshbach ratio. The steps above set $\nu\to0$ in the gamma ratio and in the phase of $B_0'$. The retained correction is of order $\zeta b$ and the neglected terms are of order $\zeta^2$, so the correction is reliable only when $\nu=\zeta/b\ll1$; since $b<1$, this requires small $\zeta$ at any energy. The condition concerns the correction term, not $R_{\rm MF}$ as a whole: for $Z=13$ and $b=0.1$ ($\nu=0.95$) the term is too small by a factor of about 3 at 90°, yet $R_{\rm MF}$ is still within 2% of $R$ from 30° to 120°. Near $\theta=\pi$ the condition is not enough, because the factor $s(1-s)$ vanishes there while the $\zeta^2$ term does not (part (d)). The term-by-term expansion of Abel sums is formal here; the program checks the resulting linear coefficient numerically at six angles.

## (d) Backward scattering

**Question.** What is the first correction missing from $R_{\rm MF}$ at $\theta=\pi$?

**Answer.** At $u=1$ the derivative term vanishes, so $R=(1-b^2)|B(1)|^2$. There $P_{k-1}-P_k=2(-1)^{k-1}$ and $B_0=1+O(\zeta)$. The $i\pi/(2k)$ part of $B_1$ contributes nothing to $|B|^2$ at order $\zeta^2$, while the $1/(2k^2)$ part gives

$$2\,\mathrm{Re}\,B_1(1)\simeq2\zeta^2\sum_{k\ge1}\frac{(-1)^{k-1}}{k^2}=\frac{\pi^2\zeta^2}{6}.$$

Hence $R(\pi)=(1-b^2)[1+\pi^2\zeta^2/6+O(\zeta^3)]$, whereas $R_{\rm MF}(\pi)=1-b^2$.

## (e) Aluminium and gold at 1 MeV

**Question.** Compare $R_{\rm MF}$ with the exact series for $Z=13$ and $Z=79$, and judge how much of the difference is second order in $\zeta$.

**Answer.** The kinetic energy gives $E=2.95695$, $p=2.78273$ and $b=0.941079$. The charges give $\zeta=0.094866$ for aluminium and $0.576491$ for gold.

For the exact sum, keep $B_0$ and $B_0'$ in closed form. The Legendre series left in $A$ and $B$ converge slowly or not at all, so multiply each by $(1-x)^3$, sum, and divide by $(1-x)^3=(2u)^3$. One factor $1-x$ changes the coefficients $a_l$ of $P_l$ to

$$a_l-\frac{l+1}{2l+3}a_{l+1}-\frac{l}{2l-1}a_{l-1}.$$

At $90^\circ$, $1-b^2s^2=0.5572$ and $\pi b\,s(1-s)=0.6123$. Therefore

$$R_{\rm MF}^{\rm Al}=0.5572+0.6123(0.09487)=0.6153,$$

$$R_{\rm MF}^{\rm Au}=0.5572+0.6123(0.5765)=0.9102.$$

The exact values, written as derivative term plus $|B|^2$ term, are $0.570+0.058=0.628$ and $1.767+0.086=1.853$.

| $\theta$ | Al, MF | Al, exact | Au, MF | Au, exact |
|---:|---:|---:|---:|---:|
| 30° | 0.994 | 1.001 | 1.268 | 1.319 |
| 60° | 0.849 | 0.861 | 1.205 | 1.801 |
| 90° | 0.615 | 0.628 | 0.910 | 1.853 |
| 120° | 0.368 | 0.377 | 0.534 | 1.329 |
| 150° | 0.183 | 0.187 | 0.230 | 0.624 |
| 180° | 0.114 | 0.116 | 0.114 | 0.302 |

Relative to the exact ratio, the largest error on a one-degree grid from 15° to 180° is −2.3% for aluminium, at 125°, and −63% for gold, at 154°. At 90° the Rutherford values are 1.957 and 72.26 b/sr. Multiplication by $R$ gives 1.204 (MF) and 1.229 b/sr (exact) for aluminium, and 65.8 and 133.9 b/sr for gold.

The coefficient of $\zeta^2$ in $R$ at 90°, extracted from the series at very small $\zeta$, is 1.248. For aluminium it supplies $1.248(0.09487)^2=0.0112$ of the difference $R-R_{\rm MF}=0.0127$, which is therefore mostly second order. For gold it supplies $1.248(0.5765)^2=0.415$ of 0.943, so more than half of the difference lies beyond second order.

The backward direction shows the same contrast. The factor $1+\pi^2\zeta^2/6$ is 1.015 for aluminium, against the exact $R/(1-b^2)=1.017$. For gold it is 1.55, against 2.64. At this energy the McKinley-Feshbach ratio serves for aluminium where errors of about 2% are acceptable; for gold it does not serve. Its error is +6% at 15°, changes sign between 25° and 30°, and reaches −14% at 40° and −33% at 60°, so the near agreement at 30° only reflects that crossing. These numbers belong to the bare point charge. In the real atoms, screening and nuclear size shift the aluminium ratio by less than 1% from 15° to 180°; for gold, nuclear size alone lowers it by about 1% at 90° and 3% at 180°, and screening lowers it by several per cent at 15°.

The numerical check compares the phases with direct integration of the radial equations, and $R$ with $|f|^2+|g|^2$ summed from the original partial waves.

## Computed results

```
kinetic energy = 1.000 MeV
electron rest energy = 0.510999 MeV
total energy E = 2.956951 mc^2
momentum p = 2.782725 mc
b = v/c = 0.941079 (no unit), 1-b^2 = 0.114370 (no unit)
max phase-factor error = 2.5e-10 (no unit)
max relative difference of two R sums = 1.7e-09 (no unit)
max error of logarithmic sum = 6.7e-16 (no unit)
linear coefficient, 90 deg: numerical 0.61231, formula 0.61231 (no unit)
backward quadratic coefficient/(1-b^2): 1.6449, pi^2/6 = 1.6449 (no unit)
quadratic coefficient of R, 90 deg = 1.2478 (no unit)
Al: Z = 13, zeta = 0.094866, nu = 0.100805, gamma_1 = 0.995490 (no unit)
Al: angle/deg, 1-b^2s^2, McKinley-Feshbach, exact R, MF error/%
     30  0.94067  0.99448  1.00113  -0.66
     60  0.77859  0.84871  0.86123  -1.45
     90  0.55718  0.61527  0.62794  -2.02
    120  0.33578  0.36832  0.37692  -2.28
    150  0.17370  0.18293  0.18686  -2.11
    180  0.11437  0.11437  0.11631  -1.67
Al: largest MF error, 15-180 deg = -2.29 % at 125 deg
Al: 90 deg, B' term = 0.57015, B term = 0.05778 (no unit)
Al: 90 deg, R-MF = 0.01266, quadratic term = 0.01123 (no unit)
Al: 90 deg, Rutherford = 1.9568 b/sr, MF = 1.2040 b/sr, exact = 1.2288 b/sr
Au: Z = 79, zeta = 0.576491, nu = 0.612585, gamma_1 = 0.817104 (no unit)
Au: angle/deg, 1-b^2s^2, McKinley-Feshbach, exact R, MF error/%
     30  0.94067  1.26763  1.31945  -3.93
     60  0.77859  1.20469  1.80108  -33.11
     90  0.55718  0.91018  1.85334  -50.89
    120  0.33578  0.53353  1.32885  -59.85
    150  0.17370  0.22979  0.62359  -63.15
    180  0.11437  0.11437  0.30226  -62.16
Au: largest MF error, 15-180 deg = -63.19 % at 154 deg
Au: 90 deg, B' term = 1.76727, B term = 0.08606 (no unit)
Au: 90 deg, R-MF = 0.94316, quadratic term = 0.41469 (no unit)
Au: 90 deg, Rutherford = 72.2645 b/sr, MF = 65.7733 b/sr, exact = 133.9304 b/sr
```
